Schottky Barrier Shift from an Aligned Interfacial Dipole Layer

**1. Definitions and conventions**

A metal occupies z < 0, a thin insulating layer occupies 0 < z < t, and an n-type semiconductor occupies z > t. The layer has permittivity ε and the semiconductor ε_s. The layer contains N dipoles per unit area. Each consists of charges +e and −e, with e > 0, whose separation along z is d. The dipoles are aligned with the positive charge nearer the semiconductor, so their charges form a sheet −eN at z = z₋ and a sheet +eN at z = z₊ = z₋ + d.

The electric potential is φ, the field is E_z = −dφ/dz, and the potential energy of an electron is −eφ. Potentials and fields are averages over the plane of the contact until Section 6. The potential step across the layer is

Δφ = φ(t) − φ(0). (1)

The electron barrier Φ_B is the conduction-band edge E_c at z = t minus the Fermi level E_F. If Δφ = 0, the vacuum levels on the two sides of the layer agree, and the barrier is the metal work function minus the semiconductor electron affinity. Call this difference Φ₀. A potential step lowers every electron level at the semiconductor edge by eΔφ relative to the metal, so

Φ_B = Φ₀ − eΔφ. (2)

Here ε describes the polarizable background between the charges. It must not also contain the response of the dipoles already counted in N and d. At a separation of a few tenths of a nanometre it is an effective parameter.

**2. Two opposite sheets**

Consider first one sheet of charge density σ in a uniform medium. By symmetry its field is normal to the sheet and equally strong on both sides. A pillbox of face area A encloses charge σA, and flux leaves through two faces. Gauss's law gives 2ε|E|A = |σ|A, or

|E| = |σ|/(2ε). (3)

The field points away from a positive sheet and towards a negative one. To the right of both sheets, the positive sheet contributes +eN/(2ε) and the negative sheet −eN/(2ε). To the left of both, the two signs are exchanged. The sum vanishes in each outer region. Between the sheets both contributions point from the positive sheet to the negative one, in the −z direction:

E_z = −eN/(2ε) − eN/(2ε) = −eN/ε. (4)

The potential therefore rises towards the semiconductor by

Δφ_dip = −∫ E_z dz = (eN/ε)d. (5)

If no other interface charge changes, equation (2) gives

ΔΦ_B = −e²Nd/ε ≡ −δ. (6)

The symbol δ denotes the positive ideal shift e²Nd/ε. One factor of e comes from the sheet charge and the other from converting potential into electron energy. Reversing the dipoles exchanges the sheets and raises the electron barrier by δ. The hole barrier is the band gap minus Φ_B, so at fixed gap it shifts in the opposite direction.

Three generalizations follow from the same integration. If the charges are ±q, one factor of e is replaced by q and δ = eqNd/ε. If the dipoles have length ℓ and are tilted by θ from the normal, their normal separation is d = ℓ cos θ. If the charge is spread into a neutral distribution ρ(z), integrating Gauss's law and then integrating by parts gives

Δφ_dip = (1/ε) ∫ zρ(z) dz. (7)

The step depends on the dipole moment per area, not on the thickness of each charged sheet.

**3. The complete contact and the depletion charge**

The real contact has different media on its two sides, so the equal division of field in equation (3) cannot simply be assumed. Gauss's law for the displacement D_z = εE_z avoids that assumption. Let Q be the charge per area in the semiconductor and at its edge z = t. Deep in the semiconductor D_z = 0. A pillbox from a point z in the layer to that deep region encloses all charge to the right of z, so

0 − D_z(z) = Q + eN H(z₊ − z) − eN H(z₋ − z), (8)

where H is one for positive argument and zero for negative argument. Integrating −D_z/ε from 0 to t gives

Δφ = [Qt + eNz₊ − eNz₋]/ε = (Qt + eNd)/ε. (9)

The dipole term agrees with equation (5) and does not depend on where the pair sits inside the layer. Equation (2) now reads

Φ_B = Φ₀ − δ − etQ/ε. (10)

Comparing the same contact with and without dipoles gives

ΔΦ_B = −δ − (et/ε)ΔQ. (11)

The ideal result therefore requires ΔQ to be negligible, not Q itself.

In the absence of interface states, Q is the semiconductor space charge Q_s. Let N_D be the density of ionized donors, ξ the bulk value of E_c − E_F, and u = φ_bulk − φ the local band bending in volts. With Boltzmann electrons, the charge density is eN_D[1 − exp(−eu/kT)], and Poisson's equation is

d²u/dz² = (eN_D/ε_s)[1 − exp(−eu/kT)]. (12)

Multiply by du/dz and integrate from the bulk, where u and its derivative vanish:

½(du/dz)² = (eN_D/ε_s){u + (kT/e)[exp(−eu/kT) − 1]}. (13)

At the edge of a depleted semiconductor, eu = Φ_B − ξ is many times kT and the exponential can be dropped. The field magnitude is |du/dz|, and Q_s is ε_s times this magnitude. Hence

Q_s = √[2ε_s N_D(Φ_B − ξ − kT)]. (14)

Positive dipole alignment lowers Φ_B and reduces Q_s. Since ΔQ_s is negative, the second term of equation (11) is positive and opposes part of the lowering.

Equation (14) fails near flat bands. There Φ_B = ξ and Q_s = 0, so equation (10) places flat bands at δ = Φ₀ − ξ when interface states are absent. A stronger dipole layer draws electrons to the interface. Their negative charge opposes further lowering, and the depletion formula no longer applies.

**4. Screening by interface states**

Suppose that electronic states at z = t have a constant density D per area and energy. Let the interface be neutral when E_F lies Φ_N below E_c. For a barrier Φ_B, the Fermi level lies Φ_N − Φ_B above the neutral level. Filling the intervening states gives, with a sharp occupation edge,

Q_it = −eD(Φ_N − Φ_B). (15)

If the barrier changes, ΔQ_it = eD ΔΦ_B. Hold Q_s fixed to isolate this effect. Equation (11) becomes

ΔΦ_B = −δ − (e²Dt/ε)ΔΦ_B. (16)

Collecting the terms in ΔΦ_B gives

ΔΦ_B = −Sδ, S = 1/(1 + e²Dt/ε). (17)

For e²Dt/ε ≪ 1 the full shift is recovered. In the opposite limit S approaches ε/(e²Dt), and

ΔΦ_B → −Nd/(Dt). (18)

The permittivity cancels in this limit. A smaller ε increases the bare dipole step and the screening by the same factor.

**5. A contact on n-type silicon**

Take N = 2 × 10¹³ cm⁻², d = 0.20 nm, t = 0.50 nm and ε = 4ε₀. The sheets lie 0.15 and 0.35 nm from the metal. The silicon has relative permittivity 11.7 and donor density 10¹⁷ cm⁻³, and Φ₀ is set to 0.65 eV. At 300 K, kT = 25.85 meV and ξ = 0.146 eV. These are round model parameters.

The sheet charge is eN = 3.204 μC/cm² = 0.03204 C/m². Since 4ε₀ = 3.542 × 10⁻¹¹ F/m, the field magnitude between the sheets is

eN/ε = 0.03204/(3.542 × 10⁻¹¹) = 9.05 × 10⁸ V/m = 9.05 MV/cm. (19)

Multiplication by d = 2.0 × 10⁻¹⁰ m gives a step of 0.181 V. Thus δ = 0.181 eV, or 2.90 × 10⁻²⁰ J, and the ideal barrier would fall from 0.650 to 0.469 eV.

A numerical solution of Poisson's equation, including donors and Boltzmann electrons but no interface states, gives 0.6325 eV without dipoles and 0.4553 eV with them. The shift is −0.177 eV. Equation (10) explains the small difference from −δ. Depletion charge lowers the barrier by 0.650 − 0.6325 = 0.0175 eV before the dipoles are added, but by 0.469 − 0.4553 = 0.0137 eV afterwards. The loss of about 4 meV is 2% of δ. With reversed dipoles the barrier is 0.810 eV, a rise of 0.178 eV.

Flat bands would require δ = 0.650 − 0.146 = 0.504 eV. At the same d and ε, this corresponds to N = 2 × 10¹³ × 0.504/0.181 ≈ 5.6 × 10¹³ cm⁻². The example is still in depletion.

Interface states have a larger effect. For D = 10¹³ cm⁻² eV⁻¹, S = 0.816 and equation (17) predicts −0.148 eV. The numerical shift is −0.145 eV, with the depletion charge also free to change. For D = 10¹⁴ cm⁻² eV⁻¹, S = 0.307 and the numerical shift is −0.055 eV. Both calculations use Φ_N = 0.75 eV. The second density leaves less than a third of the ideal shift. The limit in equation (18) would give −0.08 eV, so it is not yet accurate here.

**6. Discrete charges and lateral variation**

Individual dipoles make φ vary across the contact. Their averaged step can be checked by a direct Coulomb sum in a uniform medium of permittivity ε. For a disc of dipoles of radius R, the potential on the axis at height z, averaged over lattice detail, is

φ(z) = (eNd/4πε) ∫₀ᴿ 2πrz dr/(r² + z²)^(3/2)
     = (eNd/2ε)[1 − z/√(R² + z²)]. (20)

The difference between heights z and −z approaches eNd/ε when R ≫ z. A sum over a square lattice with R equal to 400 spacings and z equal to two spacings gives 0.180 V. Equation (20) predicts a deficit of 0.5% from the finite disc. The positive charges in this sum were also displaced laterally by 0.12 and 0.08 nm along the two lattice axes. To first order, the potential of a lateral moment is even in z and cancels from the difference between heights z and −z, so only the normal separation fixes the averaged step.

Inside the contact, consider a lateral Fourier component with wave number k. Let a sheet at z₀ have amplitude σ_k. Treat the metal as an equipotential and the nearby semiconductor as depleted of mobile charge, and leave interface states out. In the layer,

φ″ − k²φ = −(σ_k/ε)δ_D(z − z₀), φ(0) = 0, (21)

where primes denote z derivatives and δ_D is the Dirac delta function. In the semiconductor φ decays as exp[−k(z − t)]. Continuity of displacement then requires εφ′(t⁻) = −ε_s kφ(t).

Multiply equation (21) by sinh(kz) and integrate from 0 to t. Two integrations by parts cancel the volume terms, leaving

sinh(kt)φ′(t⁻) − k cosh(kt)φ(t) = −(σ_k/ε)sinh(kz₀). (22)

Substitute the boundary condition for φ′(t⁻) and solve for φ(t). Subtracting the result for z₋ from that for z₊ gives the response to a pair of unit amplitude:

T(k) = [sinh(kz₊) − sinh(kz₋)] / {k[ε cosh(kt) + ε_s sinh(kt)]}. (23)

For k → 0, sinh(kz) → kz and T → d/ε, which recovers the uniform step. At depth s beyond the layer, each component is multiplied by exp(−ks). Short-wavelength variations therefore fade first.

For a square lattice, the mean spacing is 2.24 nm. The potential energy directly in line with a dipole differs from the planar mean by 9 meV in magnitude at s = 1 nm and by about 0.03 meV at 3 nm.

Random positions retain long-wavelength variations. Divide the plane into small cells dA, each occupied independently with probability N dA. The occupation variance of a cell is N dA to leading order. If v(r) is the potential of one dipole, the total variance is N∫v²d²r. Parseval's theorem converts this to

σ_φ² = (e²N/2π) ∫₀^∞ k T(k)² exp(−2ks) dk. (24)

For the example, eσ_φ is 40 meV at 1 nm and 19 meV at 3 nm. At the edge itself, s = 0, where Φ_B is defined, eσ_φ is about 120 meV, and even in the square lattice the electron energy at the centre of a cell lies about 49 meV above the mean. Both values exceed kT, so in either arrangement the planar mean is only an approximate guide to the current. The size of the effect on the current is not computed here: low patches are partly closed off as the variation fades with depth, and the dipole spacing is smaller than the electron thermal wavelength, about 8 nm for a mass of 0.26 free-electron masses.

An upper estimate follows from equation (23). Its numerator divided by k is the integral of cosh(kz) from z₋ to z₊, which is at most d cosh(kt). The denominator factor in square brackets is at least ε cosh(kt), so T(k) ≤ d/ε. Using ∫₀^∞ k exp(−2ks)dk = 1/(4s²) gives

eσ_φ ≤ δ/[s√(8πN)]. (25)

At 3 nm the right side is 27 meV, compared with the calculated 19 meV. At depths much larger than ε_s t/ε (1.5 nm here), but well within the depletion region, only small k contributes and T(k) approaches d/ε. The bound then becomes an estimate, so the random variation decays only as 1/s, whereas that of the ordered array decays exponentially.

**7. From barrier height to contact current**

For emission over a uniform barrier, the Boltzmann factor is exp(−Φ_B/kT). At fixed temperature and fixed prefactor, the ideal shift multiplies the current by exp(0.181/0.02585), or about 1.1 × 10³. The numerical shift gives about 950 without interface states, 275 at D = 10¹³ cm⁻² eV⁻¹ and 8 at D = 10¹⁴ cm⁻² eV⁻¹. These factors compare contacts with the same interlayer, with and without dipoles.

The interlayer itself impedes electrons. For a rectangular barrier of height U above the electron energy and effective mass m_l, the wave decays with κ = √(2m_l U)/ħ. The leading exponential factor in transmission is exp(−2κt). Taking rough values U = 3 eV and m_l = 0.4 free-electron masses gives 0.0037. Relative to a hypothetical contact with the same initial barrier but no interlayer attenuation, the gain without interface states is 948 × 0.00365 ≈ 3.5. At D = 10¹³ cm⁻² eV⁻¹ it is 275 × 0.00365 ≈ 1.0. In this estimate, tunnelling through the layer then consumes the improvement in barrier height. The estimate holds U fixed and omits wave-matching prefactors, which can change the net gain by a factor of a few, so only its order of magnitude is meaningful.

If the metal touched the silicon directly, the image force would also lower the barrier maximum inside the silicon. With an ideal metal at x = 0 and local field magnitude F, the electron energy relative to the barrier edge is

V(x) = −e²/(16πε_s x) − eFx. (26)

Setting dV/dx = 0 gives x² = e/(16πε_s F). At this point the two terms are equal, and the lowering is 2eFx = √[e³F/(4πε_s)]. With the fields of the example it would be 38 meV without dipoles and 34 meV with them, because the smaller depletion charge reduces F. These values do not carry over to the contact with its interlayer. The layer has a lower permittivity than silicon, so very close to it the image force repels the electron. Farther away the attraction is weaker than in equation (26), because the metal lies behind the layer. No image-force correction is therefore applied to the shifts given here.

Tunnelling through the depletion region can be assessed at the bulk band edge. Let y be the distance from the depletion edge and m the tunnelling mass. In the depletion approximation the barrier energy is e²N_D y²/(2ε_s), so κ = (e/ħ)√(mN_D/ε_s)y. For band bending V_b, the width satisfies W² = 2ε_s V_b/(eN_D), and

2∫₀ᵂ κ dy = (e/ħ)√(mN_D/ε_s)W² = eV_b/E₀₀,
E₀₀ = (eħ/2)√[N_D/(mε_s)]. (27)

With a representative m = 0.26 free-electron masses (the value in silicon depends on valley and direction), E₀₀ = 3.4 meV. The band bending is 0.455 − 0.146 = 0.309 eV. Its tunnelling exponent is about 92, whereas the thermal exponent eV_b/kT is about 12. Thermal emission is strongly favoured over tunnelling from the band edge at this doping. This comparison says nothing about electrons within a few kT of the barrier top, where the barrier is thin. Weighting the WKB transmission of the same parabolic barrier with the Boltzmann factor gives a tunnelling current comparable to the thermal one: about 1.7 times it without dipoles and 1.3 times it with them. In this rough estimate the factor of about 950 falls to about 800.

The example resembles a metal–oxide–silicon contact with a sparse ionic layer: N is roughly 3% of the atomic density of a silicon (100) surface. The 9 MV/cm field is close to the rough 10 MV/cm breakdown scale of a good bulk oxide, although a bulk threshold is not a strict limit for a field confined to 0.2 nm. The doping is far below that of transistor source and drain contacts, where 10²⁰ cm⁻³ is a representative scale. Equation (27) would then give E₀₀ ≈ 107 meV at the same mass, and tunnelling could not be neglected. Of the corrections to the barrier shift calculated here, the largest comes from interface states: D = 10¹⁴ cm⁻² eV⁻¹ reduces the shift from 0.177 to 0.055 eV. For a laterally uniform barrier, and with wave-matching and image-force changes left aside, a dipole layer lowers the contact resistance relative to a direct contact of the same initial barrier only if the gain from the remaining shift outweighs the attenuation of its host layer. In a real device, inserting the layer can also change the initial barrier.

Table of computed values

```
Dipole density N: 2e+13 cm^-2
Charge separation d: 0.2 nm
Layer thickness t: 0.5 nm
Negative sheet position: 0.15 nm
Positive sheet position: 0.35 nm
Layer relative permittivity: 4
Silicon relative permittivity: 11.7
Bare barrier Phi_0: 0.65 eV
Donor density: 1e+17 cm^-3
Band effective density: 2.8e+19 cm^-3
Temperature: 300 K
Thermal energy kT: 25.85 meV
Bulk E_c - E_F: 0.1457 eV
Sheet charge eN: 3.204 uC/cm2
Field between sheets: 9.048 MV/cm
Ideal shift magnitude: 0.181 eV
Ideal shift magnitude: 2.899e-20 J
Ideal lowered barrier: 0.469 eV
Smeared-sheet step: 0.181 V
Discrete-dipole Coulomb step: 0.18 V
Poisson barrier, no dipoles: 0.6325 eV
Poisson barrier, dipoles: 0.4553 eV
Poisson barrier, reversed: 0.8104 eV
Poisson shift, no states: -0.1772 eV
Depletion correction: 3.76 meV
Neutral level below E_c: 0.75 eV
Screening factor S, D=1e+13 cm^-2 eV^-1: 0.8155
Poisson shift, D=1e+13 cm^-2 eV^-1: -0.1452 eV
Screening factor S, D=1e+14 cm^-2 eV^-1: 0.3066
Poisson shift, D=1e+14 cm^-2 eV^-1: -0.05517 eV
Ideal thermionic gain: 1.1e+03
Poisson gain, no states: 948
Poisson gain, D=1e13: 275
Poisson gain, D=1e14: 8.45
Interlayer tunnel height: 3 eV
Interlayer mass / free mass: 0.4
Interlayer attenuation factor: 0.00365
Gain times attenuation, no states: 3.46
Image lowering, no dipoles: 38.3 meV
Image lowering, dipoles: 34 meV
Silicon tunnelling mass / free mass: 0.26
Depletion tunnelling energy E00: 3.37 meV
Ratio E00/kT: 0.13
Mean dipole spacing: 2.236 nm
Ordered excess over dipole, depth 1 nm: 9.03 meV
Random rms variation, depth 1 nm: 39.7 meV
Ordered excess over dipole, depth 3 nm: 0.0265 meV
Random rms variation, depth 3 nm: 19.2 meV
```
